Two-Sided Padé Bounds for Stieltjes Series and the Quartic Oscillator Energy

## Bounds from the moments

Let μ be a positive measure on the half-line t ≥ 0. Its support is infinite, meaning that μ is not a finite sum of point masses, and all its moments

μ_n = ∫ tⁿ dμ(t), n = 0, 1, 2, …

are finite. All integrals over μ run over t ≥ 0. The Stieltjes function of μ is

F(g) = ∫ dμ(t)/(1 + gt), g > 0.

The finite geometric sum 1/(1 + gt) = Σ_{k<K} (−gt)^k + (−gt)^K/(1 + gt) gives

F(g) = Σ_{k<K} (−g)^k μ_k + (−g)^K ∫ t^K dμ(t)/(1 + gt).

The last integral is positive and smaller than μ_K. The moments therefore supply an asymptotic series for F as g → 0+, and the error of a partial sum has the sign of the first omitted term and is smaller than it. Successive partial sums already bound F from opposite sides. The gap between successive partial sums is g^Kμ_K, which shrinks only while gμ_{K+1} < μ_K. If the moments grow factorially, this fails beyond some order at any fixed g, an order that is higher the smaller g is. Past that order the bounds move apart, and adding terms makes them worse. Padé approximants use the same moments to build bounds that improve at every order.

The approximant [L/M] of F is a ratio A(g)/B(g) of polynomials with deg A ≤ L, deg B ≤ M, B(0) = 1 and

B(g)F(g) − A(g) = O(g^{L+M+1}) as g → 0+.

There is at most one such ratio. If A/B and C/D both qualify, then

AD − CB = B(DF − C) − D(BF − A) = O(g^{L+M+1}).

The left side is a polynomial of degree at most L + M, so it vanishes, and A/B = C/D. The condition involves F through its series alone, so the approximant depends on finitely many moments.

The statement to be proved is that for every g > 0 and every N ≥ 1

[N−1/N](g) < F(g) < [N/N](g),

where the lower bounds increase strictly with N and the upper bounds decrease strictly.

The proof uses the orthogonal polynomials of μ. Because the support is infinite, ∫ q² dμ > 0 for every real polynomial q that is not identically zero. Gram–Schmidt orthogonalization of 1, t, t², … therefore never breaks down. It yields a polynomial P_N of degree N with leading coefficient 1 such that

∫ P_N(t) q(t) dμ(t) = 0 whenever deg q ≤ N − 1.

All zeros of P_N are simple and positive. To see this, let t_1, …, t_k be the points of t > 0 where P_N changes sign. The product P_N(t)(t − t_1)…(t − t_k) has one sign on t ≥ 0, and its integral is nonzero because the support is infinite. Orthogonality would make the integral vanish if k < N. Hence k = N, which accounts for all the zeros.

Fix g > 0 and put z = −1/g. Then z < 0 and P_N(z) ≠ 0. Since g = −1/z,

1 + gt = (z − t)/z.

Define the difference quotient

S(z,t) = [P_N(z) − P_N(t)]/(z − t).

It is a polynomial of degree N − 1 in t, and also in z, because z − t divides every difference z^k − t^k. Consequently

[P_N(z) − P_N(t)]/(1 + gt) = z S(z,t).

Writing P_N(z) = [P_N(z) − P_N(t)] + P_N(t) under the integral for F gives

P_N(z)F(g) = z ∫ S(z,t) dμ(t) + ∫ P_N(t) dμ(t)/(1 + gt).

The same splitting is applied to the last integral, after multiplication by P_N(z):

P_N(z) ∫ P_N(t) dμ/(1 + gt) = z ∫ P_N(t)S(z,t) dμ + ∫ P_N(t)² dμ/(1 + gt).

The first term on the right is zero by orthogonality, since S has degree N − 1 in t. Division by P_N(z)² leaves

F(g) = z ∫ S(z,t) dμ(t)/P_N(z) + I_N(g)/P_N(z)²,

I_N(g) = ∫ P_N(t)² dμ(t)/(1 + gt) > 0.

It remains to recognize the first term as the approximant. Set

B(g) = (−g)^N P_N(−1/g), A(g) = (−g)^N z ∫ S(z,t) dμ(t).

Because P_N has leading coefficient 1, B is a polynomial of degree at most N with B(0) = 1. In A the factor z = −1/g cancels one factor −g and leaves (−g)^{N−1} times a polynomial of degree N − 1 in −1/g. This is a polynomial in g of degree at most N − 1. From P_N(z)² = B(g)²/g^{2N} it follows that

B(g)F(g) − A(g) = g^{2N} I_N(g)/B(g).

As I_N(g) ≤ ∫ P_N² dμ, the right side is O(g^{2N}), which is the order required of [N−1/N]. Therefore

F(g) − [N−1/N](g) = I_N(g)/P_N(z)² > 0.

The lower bound also has a simple structure. A ratio whose numerator has lower degree than its denominator, and whose denominator has simple zeros t_i, can be expanded in partial fractions. With S(t_i,t) = P_N(t)/(t − t_i) this gives

[N−1/N](g) = Σ_i w_i/(1 + g t_i), w_i = ∫ ℓ_i(t) dμ(t),

ℓ_i(t) = P_N(t)/[(t − t_i)P_N′(t_i)].

Here z/(z − t_i) = 1/(1 + g t_i) was used. The polynomial ℓ_i equals 1 at t_i and 0 at the other zeros. Hence ℓ_i² − ℓ_i vanishes at all zeros of P_N and equals P_N times a polynomial of degree N − 2 (for N = 1 it is zero). Its integral vanishes, so w_i = ∫ ℓ_i² dμ > 0. The approximant thus replaces μ by N positive point masses.

For the upper bound, use 1/(1 + gt) = 1 − gt/(1 + gt) to write

F(g) = μ_0 − gG(g), G(g) = ∫ t dμ(t)/(1 + gt).

G is the Stieltjes function of the measure t dμ, which is positive and has infinite support and finite moments. Let A/B now denote [N−1/N] of G. The ratio (μ_0B − gA)/B has numerator and denominator of degree at most N, and

BF − (μ_0B − gA) = −g(BG − A) = O(g^{2N+1}).

It is therefore [N/N] of F. Let Q_N be the orthogonal polynomial of degree N for t dμ. The error formula for G gives

F(g) − [N/N](g) = −g Q_N(z)^{−2} ∫ t Q_N(t)² dμ(t)/(1 + gt) < 0.

Both inequalities are now proved. The minus sign comes from the subtraction in F = μ_0 − gG: a lower bound on G is an upper bound on F.

Monotonicity follows from a minimum property. Among real polynomials R with deg R ≤ N and R(z) = 1, consider

J[R] = ∫ R(t)² dμ(t)/(1 + gt).

The candidate R_N(t) = P_N(t)/P_N(z) gives J[R_N] = I_N/P_N(z)², the error of the lower bound. Any other admissible R equals R_N + D with D(z) = 0. Then D(t) = (z − t)q(t) = z(1 + gt)q(t), where deg q ≤ N − 1. The cross term is

2 ∫ R_N D dμ/(1 + gt) = 2z ∫ R_N q dμ = 0,

so that

J[R] = J[R_N] + ∫ D² dμ/(1 + gt).

R_N is therefore the unique minimizer. When N is raised to N + 1, R_N remains admissible but is not the new minimizer, which has degree N + 1. The minimum strictly decreases, and the lower bound strictly increases. Applied to G, the same argument makes the upper bound on F strictly decrease.

For N = 1 the bounds can be written out. Matching the series gives

[0/1](g) = μ_0²/(μ_0 + gμ_1),

[1/1](g) = μ_0 − gμ_1²/(μ_1 + gμ_2).

They also show what fails without positivity. Suppose a series has μ_0 = μ_1 = 1 but μ_2 < 1, with μ_2 ≥ 0. No positive measure has these moments, since ∫ (t − 1)² dμ = μ_2 − 2μ_1 + μ_0 would be negative. The approximants are [0/1] = 1 − g/(1 + g) and [1/1] = 1 − g/(1 + gμ_2), so the supposed upper bound lies below the supposed lower one.

The theorem does not say that the gap closes. Each family is monotone and bounded, so each has a limit, but the limits may differ. If two measures with the same moments have different Stieltjes functions at some g, both values must lie between the same bounds, and the gap at that g cannot shrink to zero. Two-sidedness at finite N needs no assumption about convergence.

The application is to the Hamiltonian

H = p²/2 + x²/2 + gx⁴, g > 0,

with ħ, the mass and the oscillator frequency set to one. Energies are in units of ħω, and g is dimensionless. Let E(g) be the ground energy and H_0 the Hamiltonian at g = 0. The energy itself is not a Stieltjes function: it increases with g, because gx⁴ is a positive addition, whereas F decreases. The suitable function is

F(g) = [E(g) − 1/2]/g.

The second half proves the representation

E(g) = 1/2 + g ∫ dμ(t)/(1 + gt)

with a positive measure μ of infinite support. The moments are then fixed by perturbation theory, as follows.

Write the formal ground state as e^{−x²/2} Σ_k g^k W_k(x), with W_0 = 1 and W_k(0) = 0 for k ≥ 1, and the formal energy as Σ_k E_k g^k, with E_0 = 1/2. Acting on e^{−x²/2}W, the operator H_0 − 1/2 gives e^{−x²/2}(xW′ − W″/2). At order g^k the eigenvalue equation reads

xW_k′ − W_k″/2 + x⁴W_{k−1} = Σ_{j=1}^{k} E_j W_{k−j}.

It is solved by an even polynomial of degree 4k: its coefficients follow from the highest power downward, and the constant term fixes E_k. For k = 1 put W_1 = ax⁴ + bx². The powers x⁴, x² and x⁰ give

4a + 1 = 0, 2b − 6a = 0, −b = E_1.

Hence a = −1/4, b = −3/4 and E_1 = 3/4. Continuing in rational arithmetic gives

E_2 = −21/8, E_3 = 333/16, E_4 = −30885/128.

This series is asymptotic to the true energy. Let Ψ_K be the wavefunction sum truncated after g^K, and let e_K = Σ_{k≤K} E_k g^k. All orders up to g^K cancel in (H − e_K)Ψ_K. What remains is a finite sum of terms of order g^{K+1} and higher, each a polynomial times e^{−x²/2}. Its norm is at most a constant times g^{K+1} for g ≤ 1, while the norm of Ψ_K tends to a nonzero constant as g → 0+. For a self-adjoint operator, the distance from e_K to the spectrum is at most ‖(H − e_K)Ψ_K‖/‖Ψ_K‖. The function Ψ_K is even, so an even level lies within O(g^{K+1}) of e_K. Since H ≥ H_0, the second even level is at least 5/2, whereas e_K → 1/2. The level found is the ground level, and

E(g) = Σ_{k≤K} E_k g^k + O(g^{K+1}), g → 0+.

Given the representation, F(g) → E_1 as g → 0+, while 1/(1 + gt) increases to 1. Monotone convergence gives μ_0 = E_1. Suppose μ_k = (−1)^k E_{k+1} is known for k < n. The finite geometric sum gives

∫ tⁿ dμ(t)/(1 + gt) = (−g)^{−n}[F(g) − Σ_{k<n} (−g)^k μ_k].

The right side tends to (−1)ⁿE_{n+1}, and the left side increases to μ_n. By induction every moment is finite and

μ_n = (−1)ⁿ E_{n+1}.

Multiplying the bounds on F by g > 0 and adding 1/2 gives

1/2 + g[N−1/N]_F < E(g) < 1/2 + g[N/N]_F.

If [N−1/N]_F = A/B, the left side is (B/2 + gA)/B, with both degrees at most N, and BE − (B/2 + gA) = g(BF − A) = O(g^{2N+1}). It is the [N/N] approximant of the energy series. The same count identifies the right side as the [N+1/N] approximant of that series.

## The quartic oscillator as a Stieltjes function

The symbols carried over are these. H = p²/2 + x²/2 + gx⁴ has ground energy E(g), in units of ħω, and perturbation coefficients E_k. A Stieltjes function is F(g) = ∫ dμ(t)/(1 + gt) with μ positive on t ≥ 0, and μ_n are its moments. For infinite support and finite moments, the approximants [N−1/N] and [N/N] of F are strict lower and upper bounds. It was also shown that E(g) → 1/2 as g → 0+, and that the moments are finite and equal (−1)ⁿE_{n+1} once E = 1/2 + gF holds. This representation is now derived from the behaviour of E at complex g.

Put x = λy with λ⁶ = 1/(2g). The Hamiltonian becomes

H = (1/(2λ²))[p_y² + λ⁴y² + 2gλ⁶y⁴],

so that, with 2gλ⁶ = 1,

E(g) = ½(2g)^{1/3} ε(β), β = (2g)^{−2/3},

where ε(β) is the ground level of p_y² + y⁴ + βy². The cut plane |arg g| < π corresponds to |arg β| < 2π/3. Complex conjugation relates the two halves of this sector, so take b = arg β with 0 ≤ b < 2π/3 and β ≠ 0.

The eigenvalue equation is

Y″ = (y⁴ + βy² − ε)Y.

Its decaying solution is sought as Y = fu, where f = y^{−1}e^{−S} and S = y³/3 + βy/2. Differentiation gives f″/f = y⁴ + βy² + β²/4 + β/y + 2/y², and hence

(f²u′)′ = −f²ρu, ρ = ε + β²/4 + β/y + 2/y².

With u → 1 at infinity, two integrations give

u(y) = 1 − ∫_y^∞ ds ρ(s)u(s) ∫_y^s dr [f(s)/f(r)]².

Take the path y + τ, τ ≥ 0, with |arg y| ≤ π/6. On it Re s² ≥ |s|²/2, so for large |y| the real part of S grows at a rate of at least |s|²/4. The inner integral is then at most 2/|s|² in modulus. Since ∫|ds|/|s|² ≤ π/(2|y|), iteration converges and

Y = y^{−1}exp(−y³/3 − βy/2)[1 + O(1/|y|)],

uniformly for |arg y| ≤ π/6 and bounded ε, β. Differentiating the integral equation shows that Y′ is of order y²Y. Y is analytic in y, ε and β, and the differential equation continues it to y = 0. Even levels are the roots in ε of Y′(0;ε,β) = 0, and at a root Y(0) ≠ 0.

Consider the wedge −π/6 ≤ arg y ≤ π/12. At an even level, no zero of Y lies on either edge. On a ray put φ(r) = Y(e^{iα}r). Then φ″ = Qφ with

Q = e^{6iα}r⁴ + βe^{4iα}r² − εe^{2iα},

(Im φ̄φ′)′ = Im Q |φ|²,

Im Q = r⁴ sin 6α + |β|r² sin(4α + b) − Im(εe^{2iα}).

For α = −π/6 the r⁴ coefficient is zero and the r² coefficient is |β| sin(b − 2π/3) < 0. For α = π/12 they are 1 and |β| sin(b + π/3) > 0. In both cases Im Q is strictly monotone in r. The quantity Im φ̄φ′ vanishes at r = 0, because φ′(0) = 0, and at infinity, because φ decays. On the lower edge e^{−y³/3} merely oscillates, and the decay comes from e^{−βy/2}, since arg(βy) = b − π/6 < π/2. This is where the limit b < 2π/3 enters. As Im φ̄φ′ must return to zero, Im Q changes sign once, and Im φ̄φ′ is nonzero for 0 < r < ∞. Hence φ has no zero there.

Neither can zeros come in from infinity, by the large-y form, or from the origin. When β and a root ε move slightly, the number of zeros inside the wedge therefore stays the same.

For real β > 0 the levels are real. The edge argument then applies to every ray of the wedge except α = 0, because sin 6α and sin 4α do not have opposite signs and sin 4α ≠ 0. All wedge zeros are thus positive real zeros. By the Sturm oscillation theorem the even states have 0, 1, 2, … of them, and the ground state alone is zero-free. Its level is a simple root: differentiating the equation with respect to ε gives (Y′Y_ε − YY_ε′)′ = Y², and integration over y > 0 gives Y(0)Y_ε′(0) = ∫Y² dy > 0.

Next, zero-free levels are bounded when |β| is bounded. Multiplying the equation by the conjugate of Y, integrating over real y and dividing by the norm gives

ε = ⟨p_y²⟩ + ⟨y⁴⟩ + β⟨y²⟩.

Let m = ⟨y⁴⟩^{1/2}, so that ⟨y²⟩ ≤ m. Then |Im ε| ≤ |β|m and Re ε ≥ m² − |β|m. If |ε| → ∞ with |β| bounded, its phase θ therefore tends to zero. Set y = |ε|^{1/4}s, h = |ε|^{−3/4} and v = |ε|^{−1/2}Y′/Y. The equation becomes

h dv/ds + v² = q(s), q(s) = s⁴ + β|ε|^{−1/2}s² − e^{iθ},

and q → s⁴ − 1. For a zero-free state v is analytic in a fixed disk around s = 1, which lies inside the wedge.

It is also bounded on a smaller disk. Let |q| ≤ K and suppose |v(s_0)| = M with M² > 32K. With s = s_0 + hτ, the function w = 1/v obeys dw/dτ = 1 − qw². For |τ| ≤ 2/M, integration keeps |w| ≤ 4/M, and w differs from w(s_0) + τ by at most 32K/M³ < 1/M. On |τ| = 2/M the modulus of w(s_0) + τ is at least 1/M. By Rouché's theorem w has a zero inside, because w(s_0) + τ has one. That is a pole of v and hence a zero of Y, a contradiction.

Bounded analytic functions have a subsequence converging together with its derivatives on a smaller disk. In the limit h → 0 an analytic function V would satisfy V² = s⁴ − 1. The left side has zeros of even order, whereas the right side has a simple zero at s = 1. So |ε| is bounded, including when β → 0.

Let n(β) be the number of zero-free even levels, counted with their multiplicity as roots of Y′(0;ε,β). This function of ε is not identically zero, since Re ε ≥ −|β|²/4 at every root. Near a given β, all zero-free levels lie in one bounded region, the roots in that region move continuously with their total multiplicity preserved, and their zero counts do not change. Hence n(β) is locally constant. It equals 1 for real β > 0, so it equals 1 throughout 0 ≤ b < 2π/3. The zero-free level is a simple root everywhere and is therefore analytic in β. Reflection across the positive real axis, where ε is real, extends it to |arg β| < 2π/3.

Thus E(g) is analytic for |arg g| < π. Boundedness of ε for small β gives |E(g)| ≤ C|g|^{1/3} for |g| ≥ 1. The function ψ(x) = Y((2g)^{1/6}x) decays on the real x axis, because |arg y| < π/6 there. Multiplying Hψ = Eψ by the conjugate of ψ and integrating gives

Im E = Im g ⟨x⁴⟩ > 0 for Im g > 0.

An integral representation follows from Cauchy's formula. For η > 0 and Im g > 0, apply it to E(s + iη) in the upper half-plane with the kernel 1/(s − g) − 1/(s − ḡ). The second term contributes nothing, because ḡ lies outside the contour. The large arc drops out, because the kernel falls as |s|^{−2} and E grows at most as |s|^{1/3}. On real s the kernel is 2i Im g/|s − g|², and the imaginary part reads

Im E(g + iη) = (1/π) ∫ Im g Im E(s + iη) ds/|s − g|².

At g = i this bounds the total mass of the positive measures Im E(s + iη)ds/[π(1 + s²)]. The growth bound makes their tails uniformly small. As η → 0 a subsequence converges to a positive measure dν(s)/(1 + s²), and

Im E(g) = ∫ Im g dν(s)/|s − g|².

Analytic functions with equal imaginary parts differ by a real constant a, so

E(g) = a + ∫ [1/(s − g) − s/(1 + s²)] dν(s).

For s > 0 the boundary value of E is real, so ν has no mass there. Put s = −u with u ≥ 0. For g > g′ > 0, subtraction gives

E(g) − E(g′) = (g − g′) ∫ dν/[(u + g)(u + g′)].

Let g′ → 0+. The left side tends to E(g) − 1/2, which is finite, so ν has no mass at u = 0, and monotone convergence gives

E(g) = 1/2 + g ∫ dν/[u(u + g)].

With t = 1/u the integrand 1/[u(u + g)] equals t²/(1 + gt). Setting dμ = t²dν gives E = 1/2 + gF, as required. Where E has a continuous boundary value on the cut,

dμ = Im E(−u + i0) du/(πu²), t = 1/u.

If μ consisted of finitely many point masses, all at t > 0, then gF would stay bounded as g → ∞. But H ≥ p²/2 + gx⁴, whose ground level is a positive constant times g^{1/3}. The support is infinite, and the bounds on E hold for every g > 0 and N ≥ 1.

The measure has a physical meaning. At g = −u the potential is unbounded below, and a state started near the origin escapes to infinity. For small u it tunnels through the barrier of x²/2 − ux⁴, whose height is 1/(16u); for large u its energy lies above that barrier. On the lower side of the cut the wave behaves as exp(+i√(2u)x³/3), which is outgoing, and the energy has a negative imaginary part, so the state decays. The decay rates at negative coupling thus determine the perturbation coefficients at positive coupling. The numerical check computes this discontinuity by diagonalization and obtains μ_3 = 241.28905 from it, against 241.28906 from the series. The difference of about 10⁻⁵ is the tail of the integral beyond its cutoff at t ≈ 79.5; carrying the integral to t = 100 gives 241.28906. The energy rebuilt from the cut at g = 2e^{2.5i} is 0.645892 + 0.541332i, in agreement with direct diagonalization to the printed digits.

For a worked case take g = 0.2. The moments are μ_0 = 0.75, μ_1 = 2.625 and μ_2 = 20.8125. For N = 1,

[0/1]_F = 0.75²/(0.75 + 0.2 × 2.625) = 0.5625/1.275 = 0.44118,

[1/1]_F = 0.75 − 0.2 × 2.625²/(2.625 + 0.2 × 20.8125) = 0.54696.

Multiplying by 0.2 and adding 0.5 gives the bounds on the energy. Here and below they are rounded to the nearest last digit, so a printed value can lie up to half a unit of that digit inside the exact bound:

0.58824 < E(0.2) < 0.60939.

The partial sums of the energy series through orders 1, 2, 3 and 4 are 0.65, 0.545, 0.7115 and 0.32544. They alternate around the energy as the remainder formula requires, but they diverge. The Padé bounds tighten instead:

N = 4: 0.602196 < E < 0.602532

N = 8: 0.6024012 < E < 0.6024079

N = 12: 0.60240499 < E < 0.60240529

Diagonalization in a basis of 80 even oscillator functions gives 0.60240516. This is a variational value in a finite basis; reducing the basis to 60 functions changes it by less than 10⁻¹⁰.

At g = 1 the bounds are still valid but wider:

N = 1: 0.6667 < E < 0.9560

N = 4: 0.7810 < E < 0.8253

N = 12: 0.80279 < E < 0.80468

Diagonalization gives 0.80377. The midpoint at N = 12 is 0.80374, with a guaranteed error of at most 0.00095. It lies closer to the diagonalization value than that, but the theorem guarantees only the half-width.

The behaviour at strong coupling shows why fixed-order bounds must eventually become poor. The energy grows as 0.667986 g^{1/3}. At fixed N the lower bound is 1/2 + Σ_i g w_i/(1 + g t_i), which tends to a constant. The upper bound exceeds E by g² times the minimum of ∫ tR² dμ/(1 + gt) over polynomials R of degree at most N with R(−1/g) = 1. As g → ∞, g times that minimum tends to the positive number ∫ Q_N(t)² dμ/Q_N(0)², where Q_N is the orthogonal polynomial for t dμ. The excess therefore grows linearly in g. Neither bound has the g^{1/3} law, although both remain on their proper sides of the energy.

Computed results

```
Energies in units of hbar*omega; g dimensionless
series coefficient E_0 = 1/2 = 0.500000
series coefficient E_1 = 3/4 = 0.750000
series coefficient E_2 = -21/8 = -2.625000
series coefficient E_3 = 333/16 = 20.812500
series coefficient E_4 = -30885/128 = -241.289062
series coefficient E_5 = 916731/256 = 3580.980469
|beta|=2, arg beta=0 deg: wedge zeros of the three lowest even states: 0, 1, 2
|beta|=2, arg beta=60 deg: wedge zeros of the three lowest even states: 0, 1, 2
|beta|=2, arg beta=110 deg: wedge zeros of the three lowest even states: 0, 1, 2
moment mu_0: from cut 0.75000, from series 0.75000
moment mu_1: from cut 2.62500, from series 2.62500
moment mu_2: from cut 20.81250, from series 20.81250
moment mu_3: from cut 241.28905, from series 241.28906
E at g=2exp(2.5i): from cut 0.645892+0.541332j, direct 0.645892+0.541332j
strong coupling: E/g^(1/3) -> 0.667986
g = 0.2: diagonalization E = 0.6024051637
  partial sums, order 1,2,3,4,8: 0.65, 0.545, 0.7115, 0.32544, -66.11
  N= 1 lower 0.5882352941 upper 0.6093922652 gap 2.12e-02
  N= 2 lower 0.5995931386 upper 0.6039241057 gap 4.33e-03
  N= 3 lower 0.6016980239 upper 0.6028145349 gap 1.12e-03
  N= 4 lower 0.6021964186 upper 0.6025323888 gap 3.36e-04
  N= 6 lower 0.6023801086 upper 0.6024215596 gap 4.15e-05
  N= 8 lower 0.6024011594 upper 0.6024079114 gap 6.75e-06
  N=10 lower 0.6024043860 upper 0.6024057161 gap 1.33e-06
  N=12 lower 0.6024049893 upper 0.6024052909 gap 3.02e-07
  midpoint at N=12: 0.6024051401 +/- 1.5e-07
g = 1.0: diagonalization E = 0.8037706512
  partial sums, order 1,2,3,4,8: 1.25, -1.375, 19.438, -221.85, -3.0179e+07
  N= 1 lower 0.6666666667 upper 0.9560000000 gap 2.89e-01
  N= 2 lower 0.7338453876 upper 0.8741084877 gap 1.40e-01
  N= 3 lower 0.7650627522 upper 0.8411045868 gap 7.60e-02
  N= 4 lower 0.7810198704 upper 0.8252882625 gap 4.43e-02
  N= 6 lower 0.7948380344 upper 0.8121051453 gap 1.73e-02
  N= 8 lower 0.7998161882 upper 0.8074540175 gap 7.64e-03
  N=10 lower 0.8018661106 upper 0.8055476934 gap 3.68e-03
  N=12 lower 0.8027937290 upper 0.8046846268 gap 1.89e-03
  midpoint at N=12: 0.8037391779 +/- 9.5e-04
```
